# How the tangent rule sets stability of an elastic band, part 2

A nudged elastic band is a chain of images, copies of a system relaxed together to find a migration path. Here $M$ movable images $\mathbf R_j$ lie between held ends $\mathbf R_0$ and $\mathbf R_{M+1}$, initially straight along $x$ at spacing $d$, in the potential

$$V=Fx+\tfrac12 Cy^2+\tfrac12 C'z^2,\qquad F>0 .$$

Uphill means larger $x$ and $j$. With $\mathbf g_j=\nabla V(\mathbf R_j)$, unit tangent $\boldsymbol\tau_j$ and spring constant $k$, the force is

$$\mathbf f_j=-\mathbf g_j+(\mathbf g_j\cdot\boldsymbol\tau_j)\boldsymbol\tau_j+k\left(|\mathbf R_{j+1}-\mathbf R_j|-|\mathbf R_j-\mathbf R_{j-1}|\right)\boldsymbol\tau_j .$$

The central tangent is parallel to $\mathbf R_{j+1}-\mathbf R_{j-1}$. The uphill tangent lies along the segment to the higher-energy neighbour, the downhill one along that to the lower.

Steepest descent is $d\mathbf R_j/ds=\mathbf f_j$, with $s$ in length squared per energy. A mode $e^{\lambda s}$ has damping $-\operatorname{Re}\lambda$ and angular frequency $\omega=|\operatorname{Im}\lambda|$; $i$ is the imaginary unit. With $a=F/d$, small sideways displacements $y_j$ obey

$$\text{central:}\quad \frac{dy_j}{ds}=-Cy_j+\frac a2(y_{j+1}-y_{j-1}),$$

$$\text{uphill:}\quad \frac{dy_j}{ds}=-Cy_j+a(y_{j+1}-y_j),$$

with $y_0=y_{M+1}=0$. The $z$ direction is the same with $C'$. The norm is $\left(\sum_jy_j^2\right)^{1/2}$.

With held ends the central eigenvalues are $-C+ia\cos[q\pi/(M+1)]$, $q=1,\dots,M$, with largest frequency $\omega_1=a\cos[\pi/(M+1)]$. The uphill eigenvalues all equal $-(C+a)$, the downhill ones $-C+a$. The longitudinal ones are $-4k\sin^2(\kappa_q/2)$, with $\kappa_q=q\pi/(M+1)$.

On a long band, waves $y_j=e^{i\varphi j+\lambda s}$ with phase advance $\varphi$ per image have

$$\lambda_{\rm central}=-C+ia\sin\varphi,$$

$$\lambda_{\rm uphill}=-C+a(e^{i\varphi}-1)=-C-a(1-\cos\varphi)+ia\sin\varphi .$$

The example has $F=20$ eV/nm, $d=0.015$ nm, $M=7$ and $k=500$ eV/nm²; the slope rises 2.4 eV over 0.12 nm. The transverse curvature $C$ is 300 (soft) or 1200 (stiff), $a=1333$ and $\omega_1=1232$, all in eV/nm².

### How a bend leaves a band with held ends

Let $y_j=e^{-(C+a)s}w_j$ in the uphill equation. The diagonal terms cancel and $dw_j/ds=aw_{j+1}$. Repeated differentiation gives $d^mw_j/ds^m=a^mw_{j+m}$, which vanishes once $j+m$ exceeds $M$. The Taylor series in $s$ therefore ends:

$$y_j(s)=e^{-(C+a)s}\sum_{m=0}^{M-j}\frac{(as)^m}{m!}\,y_{j+m}(0).$$

The factors $e^{-as}(as)^m/m!$ are Poisson weights with mean $as$. At parameter $s$ the image takes its displacement from about $as$ images further uphill. Once $as$ is well above $M$, most of the weight lies beyond the held upper end, where the displacement is zero, and the band straightens.

The norm shows how slow the start can be. From the equation of motion,

$$\frac d{ds}\sum_jy_j^2=-2(C+a)\sum_jy_j^2+2a\sum_{j=1}^{M-1}y_jy_{j+1}.$$

The last sum is a quadratic form whose matrix has $\tfrac12$ next to the diagonal and zero elsewhere. Its eigenvectors are $\sin[jq\pi/(M+1)]$ with eigenvalues $\cos[q\pi/(M+1)]$, by the addition formula for sines. The sum is thus at most $\cos[\pi/(M+1)]\sum_jy_j^2$, and the norm decays at least at the rate

$$C+a\left(1-\cos\frac{\pi}{M+1}\right).$$

A bow in the shape of half a sine starts at this slowest rate. In the example it is $300+101=401$ eV/nm², after rounding, against the eigenvalue magnitude 1633. After $s=3/a$, with the factor $e^{-Cs}$ divided out, the norm of that bow is still 0.68 of its initial value. A pure exponential with rate $a$ would leave $e^{-3}=0.05$. The statement that the slope adds damping $F/d$ is true of the asymptotic exponent with held ends and of the average over wavelengths; it is not the first decay rate of a smooth bend.

### Finite descent steps

A computation advances by steps $h$, so a mode is multiplied by $1+h\lambda$ in each step. For central tangents

$$|1+h\lambda|^2=(1-hC)^2+h^2\omega^2=1-2hC+h^2(C^2+\omega^2).$$

This is below 1 when $h<2C/(C^2+\omega^2)$. The largest frequency sets the limit:

$$h_{\rm central}=\frac{2C}{C^2+\omega_1^2}.$$

As $C\to0$ the limit goes to zero: for $M\geq2$, a flat valley has no stable step of this kind.

For uphill tangents a wave is multiplied by $1-h(C+a)+ha\,e^{i\varphi}$. Its largest modulus over all $\varphi$ is $|1-h(C+a)|+ha$. If $h(C+a)\le1$ this equals $1-hC$, which does not exceed 1. If $h(C+a)>1$ it equals $h(C+2a)-1$, which does not exceed 1 when

$$h\le h_{\rm uphill}=\frac2{C+2a}.$$

This limit is never below $1/(C+a)$, so it covers both cases. It forbids growth at every wavelength. With held ends, eventual decay needs only $|1-h(C+a)|<1$, or $h<2/(C+a)$, but a passing growth is then possible.

For the soft direction,

$$h_{\rm central}=\frac{600}{300^2+1232^2}=3.7\times10^{-4}\ \text{nm}^2/\text{eV},$$

$$h_{\rm uphill}=\frac{2}{300+2667}=6.7\times10^{-4}\ \text{nm}^2/\text{eV}.$$

For the stiff direction the order is reversed: $8.1\times10^{-4}$ for central and $5.2\times10^{-4}$ for uphill. Setting $h_{\rm central}>h_{\rm uphill}$ and cross-multiplying gives $C(C+2a)>C^2+\omega_1^2$, that is, $C>\omega_1^2/(2a)$, about 570 eV/nm² here. One step size must serve every direction. The longitudinal eigenvalues lie between $-4k$ and zero, so those modes are stable for any step up to $2/(4k)=1.0\times10^{-3}$ nm²/eV and do not set the limit. The smaller transverse limit counts: $3.7\times10^{-4}$ for central and $5.2\times10^{-4}$ for uphill. The uphill figure excludes passing growth as well; with held ends eventual decay continues up to $2/(1200+1333)=7.9\times10^{-4}$.

Refining the band widens the gap. When $a\gg C$ and $M$ is not small, $h_{\rm central}\approx2Cd^2/F^2$ while $h_{\rm uphill}\approx d/F$. Halving $d$ at fixed $F$ and $C$ then divides the first limit by about four and the second by two.

### The full nonlinear band

Take $h=5\times10^{-4}$ nm²/eV, which lies between the two overall limits, and start from the fastest central kink, $y_j=\epsilon\operatorname{Re}(i^{\,j})\sin(j\pi/8)$ with $\epsilon=10^{-5}$ nm. The potential, the step and the start are the same for both rules. The predicted central factor per step is

$$\sqrt{(1-0.15)^2+(0.616)^2}=1.050 .$$

For $M=7$ this factor applies to the norm at every step. As the phase of the kink turns, the displacement passes between even and odd images, and $\sum\sin^2(j\pi/8)$ equals 2 over the even images and 2 over the odd ones.

With the full force, the central norm has grown by 1.62 after 10 steps and by 18.35 after 60, where the linear theory gives 18.36. Under the uphill rule the norm has fallen to 0.0034 of its start after 10 steps.

The central band is still far from the axis late in the run. In the last 100 of 600 steps its largest sideways displacement is 0.027 nm, or 1.8 image spacings. The linear theory does not apply at such tilts. The sideways slope force on an image with tilt $\theta$ is $F\theta/(1+\theta^2)$ and so weakens relative to $F\theta$, but a tilted tangent also leaves a downhill slope force $F\theta^2/(1+\theta^2)$ along $x$. If the images are held at their $x$ positions, the growth stops at about half a spacing. In the full run they slide downhill instead: after 600 steps five of the seven lie beyond the lower held end, the farthest by about five spacings, and the band has folded back on itself. The figure 0.027 nm belongs to this collapsed band on a slope that continues without limit, not to a kink of limited size on an ordered band.

The growth comes from the finite step. Under continuous descent the same small kink would decay at the rate $C$, and a step below $3.7\times10^{-4}$ nm²/eV would also let it decay.

### Optimisers with inertia

Some optimisers move the images as particles. With unit mass and friction $\gamma$, a mode obeys $\ddot y+\gamma\dot y=\lambda y$, and $y\propto e^{\sigma t}$ gives $\sigma^2+\gamma\sigma=\lambda$. For central tangents

$$\sigma^2+\gamma\sigma+C-i\omega=0 .$$

Without friction $\sigma^2=-C+i\omega$. For $\omega\ne0$ this is not a negative real number, so one of the two roots $\pm\sigma$ has a positive real part and the mode grows. At the border of stability $\sigma=i\nu$ with real $\nu$. The real part of the equation then gives $\nu^2=C$ and the imaginary part $\gamma\nu=\omega$, so $\gamma^2C=\omega^2$. For very large $\gamma$ the roots are near $-\gamma$ and $\lambda/\gamma$, both on the stable side. Since there is only one crossing as $\gamma$ falls, stability requires

$$\gamma>\frac{\omega_1}{\sqrt C}.$$

Critical damping of the valley motion alone is $2\sqrt C$. The required friction is $\omega_1/(2C)=1232/600=2.05$ times that value in the soft direction. The numerical spectrum is unstable 2% below the threshold and stable 2% above it.

For uphill tangents with held ends, $\sigma^2+\gamma\sigma+C+a=0$. Both roots have negative real parts for any $\gamma>0$. In this setting the slope term is an added stiffness, and the friction must come from the optimiser. Without friction, and with $M\ge2$, the top image swings at frequency $\sqrt{C+a}$ and drives the next one at that image's own frequency, so the response grows by resonance. With weak friction a long band can still show passing growth. The border condition applied to a wave requires

$$\gamma^2>\frac{a^2\sin^2\varphi}{C+a(1-\cos\varphi)}$$

if the wave is not to grow while it travels.

### A slope that varies

Replace $Fx$ by $U(x)$, and let $F_j=U'(x_j)$. The longitudinal gradient still cancels to first order, because the tangent projection removes whatever value it has. The transverse equation keeps its form with $F_j$ in place of $F$.

For central tangents with all $F_j>0$, put $y_j=\sqrt{F_j}\,w_j$. Dividing by $\sqrt{F_j}$ gives

$$\frac{dw_j}{ds}=-Cw_j+\frac{\sqrt{F_jF_{j+1}}}{2d}w_{j+1}-\frac{\sqrt{F_jF_{j-1}}}{2d}w_{j-1}.$$

The coupling from $j+1$ to $j$ is minus that from $j$ to $j+1$. The coupling matrix is real and antisymmetric, so its eigenvalues are imaginary and every damping remains $C$. For uphill tangents the matrix is still triangular, and its eigenvalues are $-(C+F_j/d)$.

On a cosine-shaped barrier with the same rise and length, the slope at the images runs from 12.0 to 31.4 eV/nm. The added uphill damping then runs from 801 to 2094 eV/nm². The largest central frequency rises to 1681 eV/nm², which lowers the soft central step limit to $600/(300^2+1681^2)=2.1\times10^{-4}$ nm²/eV.

For uphill tangents, a step with $|1-h(C+F_j/d)|+hF_j/d\le1$ for every $j$ cannot increase the largest displacement. In the stiff direction this holds up to $3.7\times10^{-4}$ nm²/eV. The step used above exceeds this sufficient limit, though not the eventual-decay limit $2/(1200+2094)=6.1\times10^{-4}$.

A summit between two images changes the central result. Let their slopes be $G$ and $-G$, and hold all other images. The coupling terms are $+(G/2d)y_{m+1}$ on image $m$ and, from the two minus signs, $+(G/2d)y_m$ on image $m+1$. Equal displacements then grow at $G/(2d)$ before $C$ is subtracted. This instability is present even in continuous descent if the valley is soft enough. For the whole cosine barrier with 14 movable images at spacing 0.016 nm, the added growth is 111 eV/nm². The soft valley outweighs it, and the largest real part in the soft direction is $-189$ eV/nm²; the slowest longitudinal mode is slower still, at $-22$ eV/nm². The added growth is below the two-image value $G/(2d)=204$ eV/nm² and depends on the image count: it is 85 eV/nm² for 12 images, 82 for 16, and zero for 13 or 15, where one image sits on the summit.

### Beside a real diffusion barrier

The parameters are round numbers in the rough regime of an oxygen interstitial hopping in silicon, where the barrier is a few eV and the hop about 0.2 nm. For an oxygen mass moving alone, the chosen curvatures correspond to 226 and 452 cm⁻¹. Near its bond-centred site, real interstitial oxygen also has a much softer sideways motion and a much stiffer stretch, so 300 eV/nm² is not a lower bound on $C$. The real slope is not uniform; the cosine shape moves the added damping by about $-40\%$ to $+57\%$ relative to 1333 eV/nm². Silicon atoms move with the oxygen, the path bends, and the soft directions rotate along it. These effects lie outside the model and have not been sized. The numbers are therefore guides to step size and tangent choice for a nearly straight stretch of path with known $F$, $d$ and $C$; they are not predictions for a particular calculation. The full set of values is in the numerical output below.

## Numbers as computed

```
slope F = 20.0 eV/nm
image spacing d = 0.015 nm
movable images M = 7
slope length = 0.120 nm, rise = 2.40 eV
soft, stiff curvature = 300, 1200 eV/nm^2
same as O-atom wavenumbers = 226, 452 cm^-1
spring constant = 500 eV/nm^2
descent step h = 5.00e-04 nm^2/eV
F/d = 1333.3 eV/nm^2 = 0.1372 hartree/bohr^2
Soft direction, eigenvalues from numerical Jacobian:
central: real part = -300.0 eV/nm^2
central: |imaginary parts| = 1231.8, 942.8, 510.2, 0.0 eV/nm^2
uphill: all = -1633.3 eV/nm^2
downhill: all = 1033.3 eV/nm^2
long band, mean uphill damping = 1333.3 eV/nm^2
long band, zigzag uphill damping = 2666.7 eV/nm^2
uphill slowest norm decay = 401.5 eV/nm^2
  of which due to slope = 101.5 eV/nm^2
bow left at s = 3d/F, C removed = 0.683
  eigenvalue alone would give = 0.050
Largest safe descent steps:
central, soft = 3.733e-04 nm^2/eV
central, stiff = 8.115e-04 nm^2/eV
uphill, soft = 6.742e-04 nm^2/eV
uphill, stiff = 5.172e-04 nm^2/eV
central friction needed / critical = 2.053
Full nonlinear descent, soft direction:
initial kink amplitude = 1.0e-05 nm
central growth factor per step, linear = 1.0497
central norm ratio after 10 steps = 1.624
central norm ratio after 60 steps = 18.35
  linear prediction = 18.36
uphill norm ratio after 10 steps = 3.354e-03
central saturated amplitude = 0.0266 nm
  amplitude / spacing = 1.77
Neglected effects, cosine barrier of equal rise:
slope at images = 12.0 to 31.4 eV/nm
uphill added damping = 801 to 2094 eV/nm^2
central largest frequency = 1681 eV/nm^2
uphill safe step, stiff = 3.711e-04 nm^2/eV
straddled summit: spacing = 0.016 nm
  central added growth = 111.0 eV/nm^2
  net largest real part = -189.0 eV/nm^2
```
